\section*{Hydrogen 1s–2s Two-Photon Excitation: Intermediate States in Length and Velocity Gauge, part 1}

(Sections cited here and not found follow in the second part.)

\section{The problem}

A hydrogen atom in its ground state absorbs two photons, of frequencies $\omega_1$ and $\omega_2$, and ends in $2s$. The model is nonrelativistic, spinless and has an infinitely heavy nucleus: $H=\tfrac12\mathbf p^2+U$ with $U=-1/r$, in Hartree atomic units. The field is uniform over the atom (dipole approximation) and points along $z$, $\mathcal E(t)=\sum_i\mathcal E_i\cos\omega_it=-\dot A$. The electron, of charge $-1$, can be coupled to it in two ways,
\begin{equation}
H_V=H+Ap_z+\tfrac12A^2,\qquad H_L=H+\mathcal E z .
\end{equation}
These describe the same dynamics. Put $\psi_V=e^{-iAz}\psi_L$ into $i\dot\psi_V=H_V\psi_V$. Since $(p_z+A)e^{-iAz}=e^{-iAz}p_z$ and $i\partial_te^{-iAz}=\dot Aze^{-iAz}$, one finds $i\dot\psi_L=(H-\dot Az)\psi_L=H_L\psi_L$.

Let $\Delta=E_{2s}-E_{1s}=3/8$, let $x=E_n-E_{1s}$ be the excitation energy of an intermediate state $n$, and take $0<\omega_1,\omega_2<\Delta$. Write the one-photon coupling as $\sum_i(h_ie^{-i\omega_it}+h_i^\dagger e^{i\omega_it})$. With the field switched on slowly, first-order perturbation theory, $i\dot c_n=\langle n|h_i|1s\rangle e^{i(x-\omega_i)t}$, gives $c_n=-\langle n|h_i|1s\rangle e^{i(x-\omega_i)t}/(x-\omega_i)$. Inserting this in the equation for $c_{2s}$ and keeping the term resonant at $\omega_1+\omega_2=\Delta$ gives $i\dot c_{2s}=We^{i(\Delta-\omega_1-\omega_2)t}$ with
\begin{equation}
W=-\sum_n\left[\frac{\langle2s|h_2|n\rangle\langle n|h_1|1s\rangle}{x-\omega_1}+\frac{\langle2s|h_1|n\rangle\langle n|h_2|1s\rangle}{x-\omega_2}\right].
\end{equation}
In the length gauge $h_i=\mathcal E_iz/2$. In the velocity gauge $A=-\sum_i(\mathcal E_i/\omega_i)\sin\omega_it$, whose $e^{-i\omega_it}$ coefficient is $\mathcal E_i/(2i\omega_i)$, so $h_i=\mathcal E_ip_z/(2i\omega_i)$ and the product of two such factors brings $1/i^2=-1$. The term $A^2/2$ is of the same order in the field, but it is a number, and its matrix element is proportional to $\langle2s|1s\rangle=0$. Hence $W=-\tfrac14\mathcal E_1\mathcal E_2\sum_nL_n$ or $W=-\tfrac14\mathcal E_1\mathcal E_2\sum_nV_n$, where
\begin{align}
L_n&=P_nG(x), & P_n&=\langle2s|z|n\rangle\langle n|z|1s\rangle,\nonumber\\
V_n&=-\frac{\langle2s|p_z|n\rangle\langle n|p_z|1s\rangle}{\omega_1\omega_2}G(x), & G(x)&=\frac1{x-\omega_1}+\frac1{x-\omega_2}.
\label{def}
\end{align}

The questions are these. (a) How do $V_n$ and $L_n$ compare state by state, and how do their sums compare? (b) For $\omega_1=\omega_2=3/16$, what do each $np$ state and the continuum contribute, and how large is the $2p$ term in each gauge? (c) What is the Rabi frequency per unit intensity for one travelling wave? (d) Under what conditions do the answers to (a) and (b) fail?

\section{A first estimate by scaling}

For nuclear charge $Z$ and mass $m$, lengths scale as $1/mZ$ and energies as $mZ^2$. At fixed $\omega_i/\Delta$ the term $L_n$ is a squared length over an energy, $m^{-3}Z^{-4}$, and so is $V_n$: the coupling is then $Ap_z/m$, so $p_z/\omega$ in (\ref{def}) becomes $p_z/m\omega$, which scales as $mZ/(m\cdot mZ^2)=1/mZ$, a length. The shares of the states are therefore pure numbers.

A momentum matrix element is a transition frequency times a length. For a local potential $[H,z]=[\tfrac12p_z^2,z]=-ip_z$, and between eigenstates $\langle a|[H,z]|b\rangle=(E_a-E_b)\langle a|z|b\rangle$, so $\langle a|p_z|b\rangle=i(E_a-E_b)\langle a|z|b\rangle$. This holds for a continuum state too, because $z|1s\rangle$ and $z|2s\rangle$ decay exponentially and $H$ can be moved across without a surface term. With $E_n-E_{1s}=x$ and $E_{2s}-E_n=\Delta-x$, the product in (\ref{def}) is $i^2(\Delta-x)xP_n=x(x-\Delta)P_n$, and
\begin{equation}
V_n=-\frac{x(x-\Delta)}{\omega_1\omega_2}\,L_n .
\label{ratio}
\end{equation}
In the Coulomb problem $E_{2p}=E_{2s}$, so $x=\Delta$ and $V_{2p}=0$. Every other $p$ state has $x>\Delta$, and its two terms have opposite signs.

The scale of $P_n$ follows from closure, $\sum_nP_n=\langle2s|z^2|1s\rangle\equiv Q$. Take the radial functions positive near $r=0$, $R_{10}=2e^{-r}$ and $R_{20}=2^{-1/2}(1-r/2)e^{-r/2}$; this fixes the sign of all amplitudes. The angular average of $\cos^2\theta$ is $1/3$, and $\int_0^\infty r^me^{-sr}dr=m!/s^{m+1}$ with $s=3/2$ gives
\begin{equation}
Q=\frac{\sqrt2}3\left(24\cdot\frac{32}{243}-60\cdot\frac{64}{729}\right)=-\frac{512\sqrt2}{729}=-0.9932 .
\end{equation}

Now set $\omega_1=\omega_2=\omega=3/16$. The crudest estimate gives all the strength to $2p$: $M_0=QG(\Delta)=\tfrac{32}3Q=-10.6$. It cannot be consistent, since by (\ref{ratio}) the same assumption makes the velocity sum zero. The next estimate keeps $2p$ and lumps all other states, with total strength $P_r$, at the ionization threshold $x=\tfrac12$. There $G=2/(5/16)=32/5$ and $V/L=-\tfrac12\cdot\tfrac18/(3/16)^2=-16/9$. Demand that both gauges give one value $M_1$, as the equivalence of $H_L$ and $H_V$ suggests:
\begin{equation}
M_1=\tfrac{32}3P_2+\tfrac{32}5P_r=-\tfrac{16}9\cdot\tfrac{32}5P_r .
\end{equation}
Then $\tfrac13P_2=-\tfrac{25}9\cdot\tfrac15P_r$, that is $P_2=-\tfrac53P_r$, and $P_2+P_r=Q$ gives $P_r=-\tfrac32Q$, $P_2=\tfrac52Q=-2.48$. The estimate is $M_1=\tfrac{256}{15}Q=-16.95$, with a $2p$ share $L_{2p}/M_1=(80/3)/(256/15)=25/16=1.56$.

\section{The exact solution}

\subsection{The sums}

Let $\epsilon=\omega_1+\omega_2-\Delta$, kept for now as a free detuning. Multiplying out shows $x(x-\Delta)=(x-\omega)(x+\omega-\Delta)+\omega(\omega-\Delta)$ for any $\omega$. Divide by $x-\omega_i$, add the two cases, and use $\omega_1+\omega_2-2\Delta=\epsilon-\Delta$, $\omega_1-\Delta=\epsilon-\omega_2$ and $\omega_2-\Delta=\epsilon-\omega_1$:
\begin{equation}
x(x-\Delta)G=2x-\Delta+\epsilon-\omega_1\omega_2G+\epsilon\left[\frac{\omega_1}{x-\omega_1}+\frac{\omega_2}{x-\omega_2}\right].
\end{equation}
Multiplying by $-P_n/\omega_1\omega_2$,
\begin{equation}
V_n=L_n-\frac{(2x-\Delta+\epsilon)P_n}{\omega_1\omega_2}-\epsilon P_n\left[\frac1{\omega_2(x-\omega_1)}+\frac1{\omega_1(x-\omega_2)}\right].
\label{term}
\end{equation}
The sum of $(2x-\Delta)P_n$ over a complete set is a double commutator. Expanding, $[z,[H,z]]=2zHz-z^2H-Hz^2$, and inserting the states $n$ between the two factors of $z$ gives the matrix element $\sum_n(2E_n-E_{1s}-E_{2s})P_n=\sum_n(2x-\Delta)P_n$. Evaluated directly, $[z,[H,z]]=[z,-\partial_z]=1$. Therefore
\begin{equation}
\sum_n(2x-\Delta)P_n=\langle2s|1s\rangle=0 ,
\label{rule}
\end{equation}
an off-diagonal form of the Thomas--Reiche--Kuhn sum rule. On the energy shell, $\epsilon=0$, equations (\ref{term}) and (\ref{rule}) give $\sum_nV_n=\sum_nL_n\equiv M$, the sum running over bound and continuum states. This answers (a).

\subsection{Bound intermediate states}

Because $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$ and $\partial_zR(r)=\cos\theta\,R'(r)$, both operators connect an $s$ state to $l=1$, $m=0$ alone, with real elements
\begin{equation}
Z_s=\frac1{\sqrt3}\int_0^\infty R_{n1}R_sr^3dr,\qquad D_s=\langle n|\partial_z|s\rangle=\frac1{\sqrt3}\int_0^\infty R_{n1}R_s'r^2dr ,
\end{equation}
where $s=1,2$ stands for $1s,2s$. Then $P_n=Z_2Z_1$, and $\langle2s|p_z|n\rangle\langle n|p_z|1s\rangle=(-iD_2)^*(-iD_1)=D_2D_1$.

With $\nu=1/n$ the $np$ function is $R_{n1}=Nre^{-\nu r}F(2-n;4;2\nu r)$, $F$ being the confluent hypergeometric series. To find $N$, start from the normalized Laguerre form $[(2/n)^3(n-2)!/2n(n+1)!]^{1/2}\rho e^{-\rho/2}L^{3}_{n-2}(\rho)$ with $\rho=2r/n$. Here $L^3_{n-2}=\tfrac16n(n^2-1)F$ and $(n-2)!/(n+1)!=1/n(n^2-1)$, so
\begin{equation}
N^2=\frac4{n^4\,n(n^2-1)}\cdot\frac4{n^2}\cdot\frac{n^2(n^2-1)^2}{36}=\tfrac49\nu^3(1-\nu^2).
\end{equation}
All four integrals come from one function. Integrating the series term by term, with $(4)_m=(m+3)!/6$ and the binomial series $\sum_m(a)_mt^m/m!=(1-t)^{-a}$,
\begin{equation}
\int_0^\infty r^3e^{-sr}F(a;4;\kappa r)\,dr=\frac6{s^4}\sum_m\frac{(a)_m}{m!}\left(\frac\kappa s\right)^m=6s^{a-4}(s-\kappa)^{-a}.
\end{equation}
Setting $s=\sigma+\nu$, $\kappa=2\nu$, $a=2-n$ defines
\begin{equation}
j(\sigma)=6\frac{(\sigma-\nu)^{n-2}}{(\sigma+\nu)^{n+2}}=\frac{6\phi(\sigma)}{(\sigma^2-\nu^2)^2},\qquad\phi(\sigma)=\left(\frac{\sigma-\nu}{\sigma+\nu}\right)^{1/\nu}.
\end{equation}
Each extra power of $r$ is $-d/d\sigma$. The logarithmic derivative, with $n\nu=1$, is
\begin{equation}
\frac{j'}j=\frac{n-2}{\sigma-\nu}-\frac{n+2}{\sigma+\nu}=\frac{2-4\sigma}{\sigma^2-\nu^2}.
\label{logd}
\end{equation}
Using $R_{10}'=-2e^{-r}$ and $R_{20}'=2^{-1/2}(r/4-1)e^{-r/2}$,
\begin{align}
Z_1&=-\frac{2N}{\sqrt3}j'(1), & D_1&=-\frac{2N}{\sqrt3}j(1),\nonumber\\
Z_2&=\frac N{\sqrt6}\left[-j'-\tfrac12j''\right]_{\sigma=1/2}, & D_2&=\frac N{\sqrt6}\left[-\tfrac14j'-j\right]_{\sigma=1/2}.
\label{four}
\end{align}

For $n=2$, $N=24^{-1/2}$ and $j=6(\sigma+\tfrac12)^{-4}$. At $\sigma=\tfrac12$ this gives $j=6$, $j'=-24$, $j''=120$, so $Z_2=(24-60)/12=-3$ and $D_2=(6-6)/12=0$: the momentum integral vanishes by direct evaluation. At $\sigma=1$, $j'=-24(2/3)^5$ and $Z_1=48\cdot32/(243\sqrt{72})=128\sqrt2/243$. Hence
\begin{equation}
P_2=-\frac{128\sqrt2}{81},\qquad L_{2p}=P_2\left(\frac1{\omega_2}+\frac1{\omega_1}\right)=\frac{\Delta P_2}{\omega_1\omega_2},\qquad V_{2p}=0 .
\end{equation}

For $n\ge3$, equation (\ref{logd}) gives $j'(1)=-2j(1)/(1-\nu^2)$ and $j'(\tfrac12)=0$; differentiating it once more at its zero, $j''(\tfrac12)=-4j(\tfrac12)/(\tfrac14-\nu^2)$. So
\begin{equation}
Z_1=\frac{4N}{\sqrt3}\frac{j(1)}{1-\nu^2},\qquad Z_2=\frac{2N}{\sqrt6}\frac{j(\frac12)}{\frac14-\nu^2},\qquad D_2=-\frac N{\sqrt6}j(\tfrac12).
\end{equation}
Since $x=\tfrac12(1-\nu^2)$ and $x-\Delta=\tfrac12(\tfrac14-\nu^2)$, these read $D_1=-xZ_1$ and $D_2=-(x-\Delta)Z_2$, which reproduces (\ref{ratio}). In the product $Z_1Z_2$ the constants are $\tfrac8{3\sqrt2}\cdot36\cdot\tfrac49=\tfrac{128}{3\sqrt2}$, and $(\tfrac14-\nu^2)^3=(1-4\nu^2)^3/64$ adds $2^6$:
\begin{equation}
P_n=\frac{2^{25/2}}3\,\frac{\nu^3}{(1-\nu^2)^2(1-4\nu^2)^3}\left(\frac{n-1}{n+1}\right)^n\left(\frac{n-2}{n+2}\right)^n>0 .
\label{Pn}
\end{equation}
For large $n$ the last two factors tend to $e^{-2}$ and $e^{-4}$, so $P_n\to C/n^3$ with $C=2^{25/2}e^{-6}/3=4.786$.

\subsection{Continuum intermediate states}

The radial equation depends on $\nu$ through $E=-\nu^2/2$, so for $E=k^2/2$ the regular solution is the same expression with $\nu=-ik$, $n=i/k$: $R=Nre^{ikr}F(2-i/k;4;-2ikr)$. Kummer's transformation $F(a;c;y)=e^yF(c-a;c;-y)$ turns it into its complex conjugate, so it is real. For large $|y|$,
\begin{equation}
F(a;c;y)\sim\frac{\Gamma(c)}{\Gamma(c-a)}(-y)^{-a}+\frac{\Gamma(c)}{\Gamma(a)}e^yy^{a-c},
\end{equation}
and the two terms give conjugate waves in $rR$. As $|(2ikr)^{-2+i/k}|=(2kr)^{-2}e^{-\pi/2k}$, each has modulus $6Ne^{-\pi/2k}/4k^2|\Gamma(2+i/k)|$, and $rR$ oscillates with twice this amplitude. Amplitude $(2/\pi)^{1/2}$ normalizes to $\delta(k-k')$, and $\delta(E-E')=\delta(k-k')/k$, so energy normalization needs amplitude $(2/\pi k)^{1/2}$. With $|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y$ at $y=1/k$,
\begin{equation}
N^2=\frac2{\pi k}\cdot\frac{k^4e^{\pi/k}}9\cdot\frac{1+k^2}{k^2}\cdot\frac{\pi/k}{\sinh(\pi/k)}=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} .
\end{equation}
The series for $j$ converges for large $\sigma$; the integral is analytic for $\operatorname{Re}\sigma>0$, so the closed form holds there on the branch with $\phi\to1$ as $\sigma\to\infty$. From $(\sigma+ik)/(\sigma-ik)=e^{2i\arctan(k/\sigma)}$ raised to the power $i/k$ follows $\phi=\exp[-(2/k)\arctan(k/\sigma)]$. Equations (\ref{logd}) and (\ref{four}) carry over with $\nu^2=-k^2$, and the strength per unit energy is
\begin{equation}
\frac{dP}{dE}=\frac{2^{25/2}}3\,\frac{\exp\left[-\frac2k(\arctan k+\arctan2k)\right]}{(1+k^2)^2(1+4k^2)^3(1-e^{-2\pi/k})}>0,\qquad x=\tfrac12(1+k^2).
\label{dP}
\end{equation}
At $k\to0$ the exponent tends to $-6$ and $dP/dE\to C$, which joins the bound series, whose level density is $dn/dE=n^3$. At large $k$, $1-e^{-2\pi/k}\to2\pi/k$ and $dP/dE\propto k^{-9}$. With $G\propto k^{-2}$ and $dE=k\,dk$, the part of the length integral above $k$ falls as $k^{-9}$; the factor $x(x-\Delta)\propto k^4$ slows this to $k^{-5}$ in the velocity gauge. All sums used here converge absolutely.

The two gauges differ state by state but give the same on-shell sum $M$, and the strengths of all bound and continuum intermediate states are now known in closed form. It remains to evaluate the contributions for $\omega_1=\omega_2=3/16$, obtain the Rabi frequency, find where the results fail, and compare the first estimates with the exact result.
